# Critical Shell Thickness for a Prismatic Misfit Loop in a Core–Shell Nanowire

## Result and model

A long cylindrical core of radius $a$ has a stress-free lattice larger than that of its shell by the isotropic strain $f>0$. The coherent shell has thickness $h$, and the outer radius is $R=a+h$. A prismatic dislocation loop around the interface, with Burgers vector of length $b$ along the wire axis, lowers the elastic energy when $f$ exceeds

$$f_c(h)=\frac{b\,L}{4\pi(1+\nu)\,a\,(1-a^2/R^2)},\qquad L=\ln\frac{8a}{r_0}-2+\Lambda(R/a). \tag{1}$$

The critical thickness $h_c$ for this loop solves $f_c(h_c)=f$; other dislocations, such as a straight line along the wire, have their own thresholds (see the last section). Here $\nu$ is Poisson's ratio, $r_0$ a cutoff at the dislocation core, and $\Lambda$ the effect of the free side surface, derived below.

Core and shell are isotropic, with the same shear modulus $\mu$ and the same $\nu$. The side surface and the distant ends are free, and the loop is the first one, isolated. For $f>0$ the core is compressed along the axis, so the loop removes a disc of material (vacancy type). For $f<0$ it inserts one, and $f$ is replaced by $|f|$. The formulas hold in atomic units as they stand; numbers are in eV and Å.

Misfit and loop are both described by eigenstrains $\varepsilon^*$, the strains that would occur without stress. With $\sigma=C(\varepsilon-\varepsilon^*)$, the energy is $\frac12\int\sigma(\varepsilon-\varepsilon^*)dV$. An equilibrated stress with free surfaces does no work on a compatible strain, $\int\sigma\varepsilon\,dV=0$, so

$$E=-\tfrac12\int\sigma\,\varepsilon^*\,dV. \tag{2}$$

For two sources, $\int\sigma_1\varepsilon_2^*dV=-\int\sigma_1C^{-1}\sigma_2dV$ is symmetric in 1 and 2. The two cross terms of (2) are therefore equal, and together they give $-\int\sigma_1\varepsilon_2^*\,dV$.

## Coherent stress and relieved energy

Let $\beta=a^2/R^2$. The Lamé solution with a free surface is $\sigma_{rr}=P(1-R^2/r^2)$, $\sigma_{\theta\theta}=P(1+R^2/r^2)$ in the shell. Continuity of $\sigma_{rr}$ gives $\sigma_{rr}=\sigma_{\theta\theta}=P(1-1/\beta)$ in the core. Let $S_c,S_s$ be the axial stresses of core and shell and $Y_m=2\mu(1+\nu)$ Young's modulus. Equal axial strains, and equal hoop strains at $r=a$, require

$$S_c-S_s+\nu\frac{2P}{\beta}=-Y_mf,\qquad \frac{2P}{\beta}+\nu(S_c-S_s)=Y_mf. \tag{3}$$

Their sum gives $2P/\beta=-(S_c-S_s)$, and the first then gives $S_c-S_s=-\sigma_0$ with

$$\sigma_0=\frac{2\mu(1+\nu)}{1-\nu}f. \tag{4}$$

Zero axial force means $\beta S_c+(1-\beta)S_s=0$, hence

$$S_c=-\sigma_0(1-\beta),\qquad S_s=\sigma_0\beta. \tag{5}$$

A thin shell leaves the core almost unstressed, since the shell takes up the misfit.

The vacancy loop is the eigenstrain $\varepsilon^*_{zz}=-b\,\delta(z)$ on its disc. Its cross energy with the misfit is $b\int S\,dA=-W$. For a loop of radius $a$,

$$W=\pi a^2b\,\sigma_0(1-a^2/R^2). \tag{6}$$

This is the relieved energy. If the loop has radius $c>a$, the disc also contains stretched shell:

$$W(c)=\pi a^2b\sigma_0(1-\beta)-\pi(c^2-a^2)b\sigma_0\beta=\pi a^2b\,\sigma_0(1-c^2/R^2). \tag{7}$$

For $c<a$, $W=\pi c^2b\sigma_0(1-\beta)$. The relieved energy is thus largest at the interface.

## Line energy in an infinite body

The self-energy is quadratic in $b$, so the sign of the loop may be chosen as interstitial. By symmetry the plane $z=0$ carries no shear, and the half-space $z>0$ has $u_z=b/2$ for $r<a$ and $u_z=0$ outside. For any harmonic $\phi$ the displacements

$$2\mu u_r=(1-2\nu)\phi_r+z\phi_{rz},\qquad 2\mu u_z=-2(1-\nu)\phi_z+z\phi_{zz}$$

give $\sigma_{zz}=-\phi_{zz}+z\phi_{zzz}$ and $\sigma_{rz}=z\phi_{rzz}$, which satisfy equilibrium and have no shear at $z=0$. With $\phi\propto e^{-tz}J_0(tr)$ this means $\sigma_{zz}=-\mu t\,u_z/(1-\nu)$ on the plane. Since the unit step on the disc is $a\int_0^\infty J_1(ta)J_0(tr)\,dt$,

$$\sigma_{zz}(r,0)=-\frac{\mu ba}{2(1-\nu)}\int_0^\infty tJ_1(ta)J_0(tr)\,dt. \tag{8}$$

The energy (2) diverges at the line. The cutoff is defined by ending the integral over the cut at $a'=a-r_0$; the unknown core energy is absorbed in $r_0$. With $\int_0^{a'}rJ_0(tr)dr=a'J_1(ta')/t$,

$$E_\infty=\frac{\pi\mu b^2aa'}{2(1-\nu)}\int_0^\infty J_1(ta)J_1(ta')\,dt. \tag{9}$$

The addition theorem gives $J_1(ta)J_1(ta')=\pi^{-1}\int_0^\pi\cos\theta\,J_0(tw)\,d\theta$, where $w^2=r_0^2+4aa'\sin^2(\theta/2)$, and $\int_0^\infty J_0(tw)dt=1/w$. Write $\cos\theta=1-2\sin^2(\theta/2)$ and take $r_0\ll a$. The second part gives $-a^{-1}\int_0^\pi\sin(\theta/2)d\theta=-2/a$. The first is split at an angle $\delta$ with $r_0/a\ll\delta\ll1$:

$$\int_0^\delta\!\frac{d\theta}{\sqrt{r_0^2+a^2\theta^2}}+\int_\delta^\pi\!\frac{d\theta}{2a\sin(\theta/2)}=\frac1a\ln\frac{2a\delta}{r_0}+\frac1a\ln\frac4\delta=\frac1a\ln\frac{8a}{r_0}.$$

Therefore, to leading order in $r_0/a$,

$$E_\infty=\frac{\mu b^2a}{2(1-\nu)}\left[\ln\frac{8a}{r_0}-2\right]. \tag{10}$$

A double line integral over two loops whose radii differ by $10^{-3}a$ gives 6.983 for the bracket; (10) gives 6.987.

## The free side surface

Since $\delta(z)=\pi^{-1}\int_0^\infty\cos kz\,dk$, the loop is a sum of eigenstrains $e\cos kz$ in $r<a$ with $e=b\,dk/\pi$. Put $s=kr$, $y=ka$, $x=kR$, $q=4(1-\nu)$, and write

$$u_r=U\cos kz,\quad u_z=V\sin kz,\quad \sigma_{rr}=2\mu kT\cos kz,\quad \sigma_{rz}=2\mu k\tau\sin kz.$$

Two fields regular on the axis are needed. The first is the gradient of the harmonic function $I_0(kr)\cos kz$, divided by $k$. The second is $\mathbf u=q\mathbf B-\nabla(\mathbf r\cdot\mathbf B)$ with $\mathbf B=\hat{\mathbf r}I_1(kr)\cos kz$ harmonic and $\mathbf r$ the radial vector. It satisfies Navier's equation because $\nabla^2\mathbf u=-2\nabla(\nabla\cdot\mathbf B)$ and $\nabla\cdot\mathbf u=2(1-2\nu)\nabla\cdot\mathbf B$. Using $(sI_1)'=sI_0$, $\tau=\frac12(V'-U)$, and $T=U'$ plus the dilatation term ($0$ and $2\nu I_0$ respectively), one finds

$$\begin{aligned}
R_1:\;&U=I_1,\;V=-I_0,\;T=I_0-I_1/s,\;\tau=-I_1;\\
R_2:\;&U=qI_1-sI_0,\;V=sI_1,\\
&T=(1+\tfrac q2)I_0-qI_1/s-sI_1,\;\tau=sI_0-\tfrac q2I_1.
\end{aligned} \tag{11}$$

Replacing $I_0\to K_0$, $I_1\to-K_1$ preserves the derivative rules and gives the decaying fields $D_1,D_2$.

For two source-free fields, Betti's reciprocity over one axial period shows that

$$\{p,s\}=2\mu kr\,(U_pT_s+V_p\tau_s-U_sT_p-V_s\tau_p) \tag{12}$$

does not depend on $r$. It vanishes between regular fields, as $r\to0$ shows. Between decaying and regular fields it can also be evaluated at $r\to0$, with $I_0\to1$, $I_1\to s/2$, $K_1\to1/s$:

$$\{D_1,R_1\}=0,\quad \{D_1,R_2\}=\{D_2,R_1\}=-\mu q,\quad \{D_2,R_2\}=-\mu q^2. \tag{13}$$

Inside $r<a$, the displacement $V=e/k$ reproduces the eigenstrain without stress. The rest of the inner field is regular. In an infinite body the outer field is $ae(c_1D_1+c_2D_2)$. Displacement and traction are continuous at $a$, so the bracket of the outer field with $R_j$ contains only the extra $V=e/k$ and equals $2\mu ae\,\tau_j(y)$. With (13),

$$-\tfrac q2c_2=\tau_1(y),\qquad -\tfrac q2(c_1+qc_2)=\tau_2(y),$$

$$c_2=\frac2qI_1(y),\qquad c_1=-\frac2q\left[yI_0(y)+\frac q2I_1(y)\right]. \tag{14}$$

The free surface adds regular fields $ae(d_1R_1+d_2R_2)$ that cancel the traction at $R$:

$$\sum_jd_jT_{R_j}(x)=-\sum_jc_jT_{D_j}(x),\qquad \sum_jd_j\tau_{R_j}(x)=-\sum_jc_j\tau_{D_j}(x). \tag{15}$$

For the energy, axial equilibrium $k\sigma_{zz}=r^{-1}(r\sigma_{rz})'$ between amplitudes gives $\int_0^a\sigma_{zz}r\,dr=a\sigma_{rz}(a)/k=2\mu a^2e\sum d_j\tau_j(y)$. The image stress is smooth at the line, so no cutoff is needed when $r_0\ll h$. Equation (2) with $e=b\,dk/\pi$ and $dk=dy/a$ yields

$$E_{\rm im}=-2\mu b^2a\int_0^\infty\sum_jd_j\tau_j(y)\,dy\equiv\frac{\mu b^2a}{2(1-\nu)}\Lambda,\qquad \Lambda=-q\int_0^\infty\sum_jd_j\tau_j(y)\,dy. \tag{16}$$

The two linear equations (15) and one integral thus determine $\Lambda$. The energy at fixed $k$, bulk and image parts together, was compared with a radial finite-element minimization at $ka=0.5$, 2 and 5, for the outer radius of the example below. The largest relative difference was $1.7\times10^{-5}$.

The loop energy is the sum of (10) and (16),

$$E=\frac{\mu b^2a}{2(1-\nu)}L. \tag{17}$$

Setting $E=W$ with (4) and (6), the factors $\mu/(1-\nu)$, one $b$ and one $a$ cancel:

$$\frac{bL}{2}=2\pi a(1+\nu)f(1-a^2/R^2),$$

which is (1). The modulus drops out because both energies are proportional to it.

## Thin shell: the planar film

For $h\ll a$ the line is locally straight, at depth $h$ below a flat surface. Let $s$ now denote depth. The eigenstrain $e\cos kz$ fills $s>h$, and an Airy function $\varphi(s)\cos kz$ gives $\sigma_{ss}=-k^2\varphi\cos kz$, $\sigma_{sz}=k\varphi'\sin kz$, $\sigma_{zz}=\varphi''\cos kz$. In the infinite body, subtracting the compatible strain $\frac12e\cos kz$, which causes no stress, leaves an eigenstrain odd about $s=h$. Hence $\varphi$ is odd about $s=h$ too, and the decaying solution with continuous tractions is $\varphi=B(s-h)e^{-k|s-h|}$. In plane strain $\sigma_{zz}$ must jump by $-2\mu e/(1-\nu)$ at $s=h$. The jump of $\varphi''$ is $-4kB$, so $B=\mu e/[2(1-\nu)k]$.

The surface term $(C+Dks)e^{-ks}$ must cancel $\varphi=-Bhe^{-kh}$ and $\varphi'=B(1-kh)e^{-kh}$ at $s=0$. This gives $C=Bhe^{-kh}$ and $kD=B(2kh-1)e^{-kh}$. Its slope at $s=h$ is $k(D-C-Dkh)e^{-kh}=-Be^{-2kh}(1-2kh+2k^2h^2)$.

By (2) the energy per length is $-\frac b2\int\sigma_{zz}ds=\frac b2\varphi'$, taken at $s=h+r_0$ for the singular part, where $\varphi'=B(1-kr_0)e^{-kr_0}$. Summing over $k$ gives $\mu b^2L/[4\pi(1-\nu)]$ with

$$L=\int_0^\infty\frac{dk}{k}\left[(1-kr_0)e^{-kr_0}-(1-2kh+2k^2h^2)e^{-2kh}\right]=\ln\frac{2h}{r_0}-1+1-\frac12. \tag{18}$$

The logarithm comes from the difference of the two exponentials; the remaining terms are elementary integrals. Multiplication by $2\pi a$ reproduces the prefactor of (17), and comparison with (1) gives

$$\Lambda\to\ln\frac{h}{4a}+\frac32\qquad(h\ll a). \tag{19}$$

At $h/a=0.005$ the integral (16) gives $-5.186$ and (19) gives $-5.185$. Since $1-a^2/R^2\to2h/a$,

$$f_c\to\frac{b}{8\pi(1+\nu)h}\left[\ln\frac{2h}{r_0}-\frac12\right], \tag{20}$$

the energy-balance criterion for a flat film with an edge dislocation. The core radius has disappeared.

## Thick shell: a smallest core

For $R\gg a$ the factor $e^{-2(x-y)}$ in the image integrand restricts it to $y\lesssim a/R$. There $c_j$ and $\tau_j(y)$ are both proportional to $y$, so the integrand is $y^2$ times a function of $x=yR/a$, and $\Lambda$ falls as $(a/R)^3$. The computed values $-0.263$ at $R=2a$ and $-0.075$ at $R=3a$, multiplied by $(R/a)^3$, are $-2.1$ and $-2.0$. Hence

$$f_c(h\to\infty)=\frac{b\,[\ln(8a/r_0)-2]}{4\pi(1+\nu)a}. \tag{21}$$

This limit is approached from above, because $1/(1-a^2/R^2)$ exceeds 1 by a term of order $a^2/R^2$, which outweighs $\Lambda$ at large $R$. Where $f_c$ falls steadily with $h$, a misfit below (21) leaves the prismatic loop unfavourable at every thickness. At fixed $f$, (21) then defines a critical core radius, its larger root; the other root lies at $a\sim r_0$, where the theory has no meaning. The reason is geometrical: the relieved energy grows as $a^2$, the line energy as $a$ times a logarithm.

Dropping $\Lambda$ at all thicknesses gives the closed estimate

$$h_\infty=a\left\{\left[1-\frac{b[\ln(8a/r_0)-2]}{4\pi(1+\nu)fa}\right]^{-1/2}-1\right\}. \tag{22}$$

## Worked example

Take round model parameters: $\mu=0.4$ eV/Å$^3$, $\nu=0.3$, $b=3$ Å, $r_0=b/4=0.75$ Å, $a=100$ Å, $f=0.02$. Equation (4) gives $\sigma_0=0.8\times1.3\times0.02/0.7=0.0297$ eV/Å$^3$. Solving (1) numerically gives

$$h_c=22.1\ \text{Å}=41.8\ \text{bohr}.$$

At this thickness $a^2/R^2=0.6706$, and $L=4.972-1.385=3.587$. The threshold (1) is indeed

$$f_c=\frac{3\times3.587}{4\pi\times1.3\times100\times0.3294}=0.0200.$$

The core stress is $-0.00979$ eV/Å$^3$, and a finite-element solution agrees to the printed digits. Equation (6) then gives $W=\pi\times10^4\times3\times0.009787\approx922$ eV, or 33.9 hartree. Equation (17) gives the same: $257.1\times3.587=922$ eV. At $0.8h_c$ the loop costs a net 87 eV; at $1.2h_c$ it gains 84 eV. For this core, $f_c$ fell steadily at all 60 thicknesses tested between 3 and 3000 Å, so the crossing is unique in that range.

The planar criterion (20) gives 14.5 Å. The difference comes almost wholly from the relieved energy. At $h=22.1$ Å the planar logarithm is $\ln(44.2/0.75)-0.5=3.58$, practically the full $L$, whereas $1-a^2/R^2=0.329$ is well below its planar value $2h/a=0.442$. By axial force balance, $W$ is $b$ times the axial force in the shell. Because the core deforms elastically, the shell stress is only $\sigma_0a^2/R^2$, against $\sigma_0$ in a film on a thick substrate; this outweighs the shell's cross-section being slightly larger than $2\pi ah$. The estimate (22) gives 35.7 Å, about 60% above $h_c$, because it omits the lowering of the line energy by the surface.

With all else fixed, $h_c$ depends on the core radius as follows.

| $a$ (Å) | 40 | 50 | 70 | 100 | 200 | 1000 |
|---|---|---|---|---|---|---|
| $h_c$ (Å) | 102 | 46.6 | 28.8 | 22.1 | 17.4 | 14.9 |

The last entry is close to the planar value. Near the divergence the entries are sensitive to the terms of order $r_0/a$ dropped in (10) and (16): keeping the cutoff finite in both changes 102 Å to about 92 Å at $a=40$ Å, but 22.11 Å only to 22.15 Å at $a=100$ Å. At the other end, $h_c$ diverges at the critical core radius 36.4 Å. For a core 5% thinner than this, $f_c$ stayed above 0.02 throughout the same thickness grid.

## Position, barrier and limits of use

At $h_c$ the net energy $E(c)-W(c)$ rises when the loop radius is changed by 1 Å either way from $a$, so the interface is a local minimum. A complete ring moving in from the surface must first pass a maximum of about 410 eV, at a depth of 6 Å. That depth is only two Burgers vectors, where continuum theory is rough (keeping the cutoff finite already raises the maximum to about 430 eV), but the size of the barrier excludes thermal formation of a whole ring at once. A real loop would have to grow from a small segment, a path not treated here. Equation (1) therefore states when the loop is favourable, not when it appears, and a shell can remain coherent beyond $h_c$.

Nor is the loop the first favourable defect in this model. A straight edge dislocation along the wire at the interface, with tangential Burgers vector of the same length, relieves the hoop stress. With $2P/\beta=\sigma_0$, its relieved energy per length is $b\int_a^R\sigma_{\theta\theta}\,dr=\frac12 b\sigma_0a(1-\beta)$, equal to $W/2\pi a$. Its line energy is $\mu b^2L'/[4\pi(1-\nu)]$ per length, and a plane-strain solution for the free cylinder with the same cutoff gives $L'=3.15$ at $h=22.1$ Å, below the loop's 3.59. In the example this line becomes favourable at about 17.4 Å, and the smallest core that admits it is about 35.6 Å. The thickness $h_c$ and the critical core radius above thus refer to the prismatic loop, not to the coherency limit of the wire.

The cutoff is the least certain input. Doubling $r_0$ lowers $L$ by $\ln2=0.69$, which lowers $f_c$ at the example's thickness by 19%.

Semiconductor core–shell wires can have misfits of a per cent or more, so $f=0.02$ is a reasonable scale; $b=3$ Å is somewhat below the roughly 4 Å of common zinc-blende semiconductors. In such crystals the perfect Burgers vectors are of type $\frac12\langle110\rangle$, and none lies along a $\langle111\rangle$ wire axis. For one inclined to it by $35^\circ$, the axial part is $0.816b$, and in (6) this part alone does work. The transverse part holds one third of $b^2$ and is, averaged round the loop, half edge and half screw. A screw line has $1-\nu$ times the edge prefactor, so the leading logarithmic line energy is multiplied by $\frac23+\frac13(1-\frac\nu2)=0.95$. To this leading-logarithmic accuracy, the threshold misfit at fixed $h$ is multiplied by $0.95/0.816$, a rise of about 16%. Facets, elastic anisotropy and unequal moduli also alter the stress and the image term, by amounts this model does not supply. Further loops interact with the first, so (1) does not give their equilibrium spacing. The remaining computed values are in the numerical output.

## Numbers as computed

```
shear modulus                     0.40 eV/A^3
Poisson ratio                     0.30
Burgers vector                    3.00 A
cutoff r0                         0.75 A
core radius                       100.0 A
misfit                            0.020
stress scale sigma0               0.02971 eV/A^3
critical shell thickness          22.11 A = 41.78 bohr
outer radius there                122.11 A
a^2/R^2 there                     0.6706
core axial stress, formula        -0.009787 eV/A^3
core axial stress, elements       -0.009787 eV/A^3
shell axial stress, formula       0.019928 eV/A^3
shell axial stress, elements      0.019928 eV/A^3
bulk log factor ln(8a/r0)-2       4.9723
image term Lambda                 -1.3853
full log factor L                 3.5870
loop energy = relieved energy     922.4 eV = 33.90 hartree
loop energy per length            1.4680 eV/A
net loop energy at h =  17.69 A   87.1 eV
net loop energy at h =  26.53 A   -83.9 eV
thickness without image term      35.65 A
planar-film critical thickness    14.48 A
critical core radius              36.37 A
least misfit for a = 100 A        0.00913
ring barrier at critical h        409.7 eV
ring depth at barrier top         6.10 A
Lambda at h/a = 0.1               -2.1824
Lambda at h/a = 0.2               -1.4838
Lambda at h/a = 0.5               -0.6669
Lambda at h/a = 1.0               -0.2632
Lambda at h/a = 2.0               -0.0750
critical h for a =     40 A       102.11 A
critical h for a =     50 A       46.55 A
critical h for a =     70 A       28.78 A
critical h for a =    200 A       17.35 A
critical h for a =   1000 A       14.93 A
loop log factor, line integral    6.9832
loop log factor, formula          6.9872
thin-shell Lambda, integral       -5.1862
thin-shell Lambda, limit law      -5.1846
largest Bessel/element mismatch   1.7e-05
```
